# Static Debye Length of an Electronegative Plasma with Two Ion Species: test program

```python
"""
Total Debye length of an electronegative plasma.
Result under test (atomic units, temperatures as energies):
    1/lambda^2 = 4 pi (n_e/T_e + n_neg/T_i + n_pos/T_i),  n_pos = n_e + n_neg
n_e, n_neg, n_pos: densities of electrons, negative and positive ions;
T_e, T_i: electron and ion temperatures; lambda: static screening length.
The formula is compared with numerical solutions of the nonlinear
Poisson-Boltzmann equation written in SI quantities. Limits of the model
(finite potential, ion drift, radio frequency, coupling) are then sized.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, trapezoid
from scipy.special import dawsn

# Inputs: densities in m^-3, temperatures in eV
n_e, n_neg = 1e15, 1e16
T_e, T_i = 3.0, 0.05
n_pos = n_e + n_neg
names = ["electrons", "negative ions", "positive ions"]
density = np.array([n_e, n_neg, n_pos])
temperature = np.array([T_e, T_i, T_i])
charge = np.array([-1.0, -1.0, 1.0])

bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
micron = 1e-6

# Derived formula, evaluated in atomic units
density_au = density * bohr**3
temperature_au = temperature / hartree_eV
kappa2_au = 4 * np.pi * density_au / temperature_au
lambda_au = 1 / np.sqrt(kappa2_au.sum())
lambda_um = lambda_au * bohr / micron
species_um = bohr / micron / np.sqrt(kappa2_au)
no_positive_um = bohr / micron / np.sqrt(kappa2_au[:2].sum())
share = kappa2_au / kappa2_au.sum()

# Poisson-Boltzmann problem: length unit 10 micrometres, psi = phi/T_i
unit_um = 10.0
strength = const.e * (unit_um * micron)**2 / (const.epsilon_0 * T_i)


def species_charge(psi):
    """Change of charge density of each species, in units of e per m^3."""
    return np.array([z * n * np.expm1(-z * psi * T_i / T)
                     for z, n, T in zip(charge, density, temperature)])


def solve_screening(amplitude, spherical):
    """Fix psi=amplitude at the inner boundary and psi=0 far away.
    The unknown is psi (plane) or r*psi (sphere), scaled to start at 1."""
    start = 0.1 if spherical else 0.0
    inner = start if spherical else 1.0

    def potential(r, y):
        geometry = r if spherical else np.ones_like(r)
        return amplitude * y * inner / geometry

    def equations(r, y):
        geometry = r if spherical else np.ones_like(r)
        rho = species_charge(potential(r, y[0])).sum(axis=0)
        return np.array([y[1],
                         -strength * geometry * rho / (amplitude * inner)])

    mesh = np.linspace(start, start + 14.0, 500)
    guess = np.exp(-(mesh - start))
    solution = solve_bvp(equations,
                         lambda a, b: np.array([a[0] - 1, b[0]]),
                         mesh, np.array([guess, -guess]),
                         tol=1e-8, max_nodes=20000)
    assert solution.success, solution.message
    return solution, potential, start


plane, _, _ = solve_screening(0.01, False)
sphere, sphere_potential, r_start = solve_screening(0.01, True)


def decay_length(solution):
    near, far = solution.sol(1.0)[0], solution.sol(3.0)[0]
    return unit_um * 2.0 / np.log(near / far)


plane_um, sphere_um = decay_length(plane), decay_length(sphere)
assert abs(plane_um / lambda_um - 1) < 1e-3
assert abs(sphere_um / lambda_um - 1) < 1e-3
assert round(lambda_um, 1) == 11.5

# Share of the screening cloud carried by each species
radius = np.linspace(r_start, r_start + 14.0, 20001)
psi_sphere = sphere_potential(radius, sphere.sol(radius)[0])
cloud = trapezoid(species_charge(psi_sphere) * radius**2, radius, axis=1)
cloud_share = cloud / cloud.sum()
assert np.max(np.abs(cloud_share - share)) < 1e-3

# Finite potential: wall at +T_i and at -T_i (plus and minus 0.05 V)
field_ratio = []
for wall in (1.0, -1.0):
    solution, _, _ = solve_screening(wall, False)
    slope = wall * solution.sol(0.0)[1]
    pressure_sum = np.sum(density * temperature / T_i
                          * np.expm1(-charge * wall * T_i / temperature))
    assert abs(slope**2 / (2 * strength * pressure_sum) - 1) < 1e-4
    field_ratio.append(abs(slope) * lambda_um / unit_um)

# Kinetic response; speed is in units of the thermal speed sqrt(T/M)


def real_response(speed):
    return 1 - np.sqrt(2) * speed * dawsn(speed / np.sqrt(2))


def imaginary_response(speed):
    return -np.sqrt(np.pi / 2) * speed * np.exp(-speed**2 / 2)


mass_F = 18.998 * const.atomic_mass
mass_neg, mass_pos = mass_F, 2 * mass_F
thermal_pos = np.sqrt(T_i * const.e / mass_pos)
drift = 100.0
drift_ratio = drift / thermal_pos

# Velocity integral with slow switching-on; its error is of order switching
velocity = np.linspace(-10, 10, 200001)
switching = 1e-3
for speed in (0.0, drift_ratio, 1.5):
    gaussian = np.exp(-(velocity - speed)**2 / 2) / np.sqrt(2 * np.pi)
    derivative = -(velocity - speed) * gaussian
    direct = -trapezoid(derivative / (velocity - 1j * switching), velocity)
    closed = real_response(speed) + 1j * imaginary_response(speed)
    assert abs(direct - closed) < 3e-3

real_sum = share[0] + share[1] + share[2] * real_response(drift_ratio)
imag_sum = share[2] * imaginary_response(drift_ratio)
drift_um = lambda_um / np.sqrt(real_sum)

# Radio frequency: susceptibilities at wavenumber 1/(electron Debye length)
omega = 2 * np.pi * 13.56e6
wavenumber = 1 / (species_um[0] * micron)
masses = np.array([const.m_e, mass_neg, mass_pos])
thermal = np.sqrt(temperature * const.e / masses)
chi = (kappa2_au / kappa2_au[0]) * real_response(omega / wavenumber / thermal)
omega_p2 = density * const.e**2 / (const.epsilon_0 * masses)
chi_ions = chi[1] + chi[2]
cold_ions = -(omega_p2[1] + omega_p2[2]) / omega**2
assert abs(chi_ions / cold_ions - 1) < 0.01
assert abs(chi[0] - 1) < 0.01

# Coupling, collisions, and sensitivity to the ion temperature
coulomb_eV = const.e / (4 * np.pi * const.epsilon_0 * lambda_um * micron)
coupling = coulomb_eV / T_i
sphere_ions = 4 * np.pi / 3 * (lambda_um * micron)**3 * (n_neg + n_pos)
assert coupling < 0.01 and sphere_ions > 10
pressure_mTorr, cross_section_A2 = 10.0, 100.0
gas_density = pressure_mTorr * 1e-3 * const.torr / (T_i * const.e)
free_path_um = 1 / (gas_density * cross_section_A2 * 1e-20) / micron
warm_T = 0.06
warm_kappa2 = 4 * np.pi * np.sum(
    density_au / (np.array([T_e, warm_T, warm_T]) / hartree_eV))
warm_um = bohr / micron / np.sqrt(warm_kappa2)

print(f"Electron density: {n_e:.3e} m^-3")
print(f"Negative-ion density: {n_neg:.3e} m^-3")
print(f"Positive-ion density: {n_pos:.3e} m^-3")
print(f"Electron temperature: {T_e:.2f} eV")
print(f"Ion temperature: {T_i:.2f} eV")
print(f"Bohr radius: {bohr:.6e} m")
print(f"Hartree energy: {hartree_eV:.5f} eV")
for i, name in enumerate(names):
    print(f"Density, {name}: {density_au[i]:.4e} bohr^-3")
print(f"Electron temperature: {temperature_au[0]:.6f} hartree")
print(f"Ion temperature: {temperature_au[1]:.7f} hartree")
for i, name in enumerate(names):
    print(f"kappa^2, {name}: {kappa2_au[i]:.4e} bohr^-2")
print(f"kappa^2, total: {kappa2_au.sum():.4e} bohr^-2")
print(f"Total Debye length: {lambda_au:.4e} bohr")
print(f"Total Debye length: {lambda_um:.3f} micrometre")
print(f"Total Debye length: {lambda_um * 1e4:.4e} angstrom")
for i, name in enumerate(names):
    print(f"Debye length, {name} alone: {species_um[i]:.2f} micrometre")
print(f"Length without positive ions: {no_positive_um:.2f} micrometre")
for i, name in enumerate(names):
    print(f"Screening share, {name}: {100 * share[i]:.3f} %")
for i, name in enumerate(names):
    print(f"Numerical cloud share, {name}: {100 * cloud_share[i]:.3f} %")
print(f"Numerical decay length, plane: {plane_um:.3f} micrometre")
print(f"Numerical decay length, sphere: {sphere_um:.3f} micrometre")
print(f"Wall field / linear field at +{T_i:.2f} V: {field_ratio[0]:.4f}")
print(f"Wall field / linear field at -{T_i:.2f} V: {field_ratio[1]:.4f}")
print(f"F2+ thermal speed sqrt(T/M): {thermal_pos:.1f} m/s")
print(f"Chosen F2+ drift speed: {drift:.1f} m/s")
print(f"Drift / thermal speed: {drift_ratio:.4f}")
print(f"Real part of R: {real_response(drift_ratio):.4f}")
print(f"Imaginary part of R: {imaginary_response(drift_ratio):.4f}")
print(f"Length from real part, along drift: {drift_um:.3f} micrometre")
print(f"|Imag/real| of total screening: {abs(imag_sum / real_sum):.4f}")
print(f"Drive frequency: {omega / (2 * np.pi * 1e6):.2f} MHz")
print(f"Electron susceptibility at drive: {chi[0]:.4f}")
print(f"Ion susceptibility at drive: {chi_ions:.4f}")
print(f"Coulomb energy at Debye length / T_i: {coupling:.5f}")
print(f"Ions in a Debye sphere: {sphere_ions:.1f}")
print(f"Gas pressure: {pressure_mTorr:.1f} mTorr")
print(f"Ion-neutral cross-section: {cross_section_A2:.0f} angstrom^2")
print(f"Ion mean free path: {free_path_um:.0f} micrometre")
print(f"Debye length at T_i = {warm_T:.2f} eV: {warm_um:.3f} micrometre")
print("PASS")
```

Output:

```
Electron density: 1.000e+15 m^-3
Negative-ion density: 1.000e+16 m^-3
Positive-ion density: 1.100e+16 m^-3
Electron temperature: 3.00 eV
Ion temperature: 0.05 eV
Bohr radius: 5.291772e-11 m
Hartree energy: 27.21139 eV
Density, electrons: 1.4818e-16 bohr^-3
Density, negative ions: 1.4818e-15 bohr^-3
Density, positive ions: 1.6300e-15 bohr^-3
Electron temperature: 0.110248 hartree
Ion temperature: 0.0018375 hartree
kappa^2, electrons: 1.6891e-14 bohr^-2
kappa^2, negative ions: 1.0134e-11 bohr^-2
kappa^2, positive ions: 1.1148e-11 bohr^-2
kappa^2, total: 2.1299e-11 bohr^-2
Total Debye length: 2.1668e+05 bohr
Total Debye length: 11.466 micrometre
Total Debye length: 1.1466e+05 angstrom
Debye length, electrons alone: 407.17 micrometre
Debye length, negative ions alone: 16.62 micrometre
Debye length, positive ions alone: 15.85 micrometre
Length without positive ions: 16.61 micrometre
Screening share, electrons: 0.079 %
Screening share, negative ions: 47.581 %
Screening share, positive ions: 52.339 %
Numerical cloud share, electrons: 0.079 %
Numerical cloud share, negative ions: 47.591 %
Numerical cloud share, positive ions: 52.329 %
Numerical decay length, plane: 11.466 micrometre
Numerical decay length, sphere: 11.466 micrometre
Wall field / linear field at +0.05 V: 1.0341
Wall field / linear field at -0.05 V: 1.0501
F2+ thermal speed sqrt(T/M): 356.3 m/s
Chosen F2+ drift speed: 100.0 m/s
Drift / thermal speed: 0.2806
Real part of R: 0.9233
Imaginary part of R: -0.3382
Length from real part, along drift: 11.704 micrometre
|Imag/real| of total screening: 0.1844
Drive frequency: 13.56 MHz
Electron susceptibility at drive: 0.9977
Ion susceptibility at drive: -0.1963
Coulomb energy at Debye length / T_i: 0.00251
Ions in a Debye sphere: 132.6
Gas pressure: 10.0 mTorr
Ion-neutral cross-section: 100 angstrom^2
Ion mean free path: 6009 micrometre
Debye length at T_i = 0.06 eV: 12.560 micrometre
PASS
```
